# Ensemble energy of the Hubbard dimer with the ground-state Hxc functional

In a two-site Hubbard model with hopping $t=0.5$, on-site repulsion $U=1$ and potential difference $\Delta v=1$ (Hartree atomic units throughout), the first singlet excitation energy is $\omega=1.35690$ Ha. An ensemble Kohn-Sham calculation that mixes ground and excited state with weights $1-w$ and $w$, and uses the exact ground-state Hartree-exchange-correlation (Hxc) functional at the ensemble density, returns an energy whose slope in $w$ is $1.08484$ Ha at $w=0$ and $1.15499$ Ha at $w=1/2$. The true ensemble energy is a straight line of slope $\omega$. The functional has no error as a ground-state functional, so the fault lies in the assumption that the Hxc energy depends on $w$ only through the density.

## The dimer and its exact ensemble

Two electrons occupy sites 0 and 1. A singlet has a symmetric spatial function, so the singlet space is spanned by $|00\rangle$, $(|01\rangle+|10\rangle)/\sqrt2$ and $|11\rangle$, the labels being the sites of the two electrons. The hopping $-t(|0\rangle\langle1|+|1\rangle\langle0|)$ acts on each electron and takes $|00\rangle$ to $-t(|10\rangle+|01\rangle)$, which is $-\sqrt2\,t$ times the middle state; the same holds for $|11\rangle$. The external potential $\tfrac{u}{2}(\hat n_1-\hat n_0)$ equals $-u\hat X$ with $\hat X=\hat n_0-1=\mathrm{diag}(1,0,-1)$, because $\hat n_0+\hat n_1=2$. With $b=-\sqrt2\,t$,

$$H(u)=\begin{pmatrix}U-u&b&0\\ b&0&b\\ 0&b&U+u\end{pmatrix}.$$

The density is the single number $x=\langle\hat X\rangle$, and the physical system has $u=\Delta v$.

For $U=u=1$ and $b^2=1/2$, expanding the determinant along the first row gives $-\lambda[-\lambda(2-\lambda)-\tfrac12]-\tfrac12(2-\lambda)=0$, that is $\lambda^3-2\lambda^2-\lambda+1=0$. The two lowest roots are $E_0=-0.801938$ and $E_1=0.554958$ Ha, so $\omega=1.356896$ Ha. Rows one and three of the eigenvalue equation give $c_1=bc_2/\lambda$ and $c_3=bc_2/(\lambda-2)$, and $x=(c_1^2-c_3^2)/(c_1^2+c_2^2+c_3^2)$. For the ground state $c_1^2/c_2^2=0.5/0.801938^2=0.77748$ and $c_3^2/c_2^2=0.5/2.801938^2=0.06369$, so $x_0=0.71379/1.84117=0.38768$. The same formula with $\lambda=E_1$ gives $x_1=0.48343$.

The ensemble energy $E^w=(1-w)E_0+wE_1=E_0+w\omega$ is linear because $H$ does not depend on $w$. For $w\le1/2$ it is also a minimum, which is the Gross-Oliveira-Kohn (GOK) principle. For orthonormal trial singlets with expectation values $h_0$, $h_1$,

$$(1-w)h_0+wh_1=(1-2w)h_0+w(h_0+h_1).$$

The first term is at least $(1-2w)E_0$. For the second, $h_0+h_1=\sum_kE_kp_k$, where $p_k$ is the summed squared overlap of eigenstate $k$ with the two trial states; $p_k\le1$ by Bessel's inequality and $\sum_kp_k=2$. Subtracting $E_1\sum_kp_k=2E_1$,

$$h_0+h_1-E_0-E_1=(E_1-E_0)(1-p_0)+\sum_{k\ge2}(E_k-E_1)p_k\ge0 .$$

The trial ensemble energy is therefore at least $(1-2w)E_0+w(E_0+E_1)=E^w$.

## The functionals of the dimer

Each trial ensemble energy is linear in $u$, so their minimum $E^w(u)$ is concave in $u$, and the Legendre transform

$$F^w(x)=\max_u\,[E^w(u)+ux]$$

can be inverted: $E^w(u)=\min_x[F^w(x)-ux]$. The Hellmann-Feynman theorem gives $dE^w/du=-x^w(u)$, so the maximum sits at the $u$ whose ensemble density equals $x$. Because the bracket is stationary in $u$, derivatives of $F^w$ act only on explicit arguments:

$$\frac{\partial F^w}{\partial x}=u,\qquad \frac{\partial F^w}{\partial w}\bigg|_x=E_1(u)-E_0(u).\tag{1}$$

At $U=0$ the transform is the non-interacting kinetic energy $T_s^w$. The orbital matrix has diagonal $\mp u/2$ and off-diagonal $-t$, so the orbital gap is $\Delta\varepsilon=\sqrt{4t^2+u^2}$ and the singlet levels are $-\Delta\varepsilon,\,0,\,+\Delta\varepsilon$. With $a=1-w$, $E^w=-a\,\Delta\varepsilon$, and stationarity reads $x=au/\Delta\varepsilon$. Inserting $u=x\Delta\varepsilon/a$ into $\Delta\varepsilon^2=4t^2+u^2$ gives $\Delta\varepsilon^2(a^2-x^2)=4t^2a^2$. With $R=\sqrt{a^2-x^2}$,

$$\Delta\varepsilon=\frac{2ta}{R},\qquad u=\frac{2tx}{R},\qquad T_s^w=-\frac{2ta^2}{R}+\frac{2tx^2}{R}=-2tR .$$

A non-interacting ensemble reproduces $x$ only if $|x|<1-w$. The Hxc functional is defined as $E^w_{Hxc}=F^w-T_s^w$, and the ground-state functional is $E_{Hxc}\equiv E^{0}_{Hxc}$. Its kernel is $f=E_{Hxc}''=F^{0\,\prime\prime}-T_s^{0\,\prime\prime}$. By (1), $F^{0\,\prime\prime}=du/dx$. Second-order perturbation theory in $-\delta u\,\hat X$ gives $dx/du=-E_0''(u)$ as a sum over states, and differentiating $-2t\sqrt{1-x^2}$ twice gives the kinetic part:

$$f(x)=\Big[2\sum_{k\ge1}\frac{|\langle k|\hat X|0\rangle|^2}{E_k-E_0}\Big]^{-1}-\frac{2t}{(1-x^2)^{3/2}},$$

with the states taken at the $u$ whose ground-state density is $x$.

## Slope and curvature with the ground-state functional

The approximation under examination is

$$\tilde E(w)=\min_x\,[T_s^w(x)+E_{Hxc}(x)-\Delta v\,x].$$

Write $T$ for $T_s^w(x)$ and subscripts for partial derivatives. From $R_w=-a/R$ and $R_x=-x/R$,

$$T_w=\frac{2ta}{R},\quad T_x=\frac{2tx}{R},\quad T_{wx}=\frac{2tax}{R^3},$$

$$T_{ww}=-\frac{2t}{R}+\frac{2ta^2}{R^3}=\frac{2tx^2}{R^3},\quad T_{xx}=\frac{2t}{R}+\frac{2tx^2}{R^3}=\frac{2ta^2}{R^3}.$$

At the minimizer $\tilde x(w)$ the $x$-derivative of the bracket vanishes, so $d\tilde E/dw=T_w=\Delta\varepsilon$: the slope is the Kohn-Sham gap at $\tilde x$. Differentiating the condition $T_x+E_{Hxc}'-\Delta v=0$ along $w$ gives $T_{wx}+(T_{xx}+f)\,\tilde x'=0$. Then $\tilde E''=T_{ww}+T_{wx}\tilde x'$, and since $T_{wx}^2=4t^2a^2x^2/R^6=T_{ww}T_{xx}$,

$$\tilde E''=T_{ww}-\frac{T_{ww}T_{xx}}{T_{xx}+f}=\frac{T_{ww}\,f}{T_{xx}+f}.\tag{2}$$

At a non-degenerate minimum $T_{xx}+f>0$, so for $x\ne0$ the curvature has the sign of $f$. For $U=1$, $t=0.5$ the smallest value of $f$ on twenty equally spaced points of $0\le x\le0.95$ is $0.573$ Ha, and a finer scan up to $x=0.999$ finds its minimum, $0.572$ Ha, near $x=0.83$; positivity is a numerical finding for these parameters.

The numbers below come from solving $x^w(u)=x$ by root bracketing to obtain $F^0(x)$ and minimizing over $x$ by a bounded scalar search. The chord is $[\tilde E(w)-\tilde E(0)]/w$, a second way of reading an excitation energy from $\tilde E$; at $w=0$ it is its limit, the slope. Energies are in Ha.

| $w$ | $\tilde x$ | $\tilde E$ | $E^w$ | slope | chord | $\tilde E''$ |
|---|---|---|---|---|---|---|
| 0 | 0.38768 | −0.80194 | −0.80194 | 1.08484 | 1.08484 | 0.0835 |
| 0.10 | 0.36490 | −0.69301 | −0.66625 | 1.09395 | 1.08926 | 0.0992 |
| 0.25 | 0.32692 | −0.52769 | −0.46271 | 1.11111 | 1.09698 | 0.1319 |
| 0.40 | 0.28328 | −0.35937 | −0.25918 | 1.13440 | 1.10641 | 0.1824 |
| 0.50 | 0.25019 | −0.24495 | −0.12349 | 1.15499 | 1.11398 | 0.2323 |

At $w=0.25$, $R=\sqrt{0.75^2-0.32692^2}=0.6750$ and the slope is $0.75/0.6750=1.1111$. Further $T_{ww}=0.34752$, $T_{xx}=1.82901$, $f=1.11909$, and (2) gives $0.34752\times1.11909/2.94810=0.13192$. The chord at $w=0.5$ is $(-0.244946+0.801938)/0.5=1.11398$. It is the mean of the slope over $[0,w]$, so it lies below the slope when the curvature is positive on that interval.

Two further features appear in the table. First, $\tilde E$ lies below $E^w$, by $0.1215$ Ha at $w=0.5$, because the curves start together and the slope stays below $\omega$. The GOK bound concerns expectation values of $H$, and $\tilde E$ is not one. Second, the density moves the wrong way. The exact $x^w=(1-w)x_0+wx_1$ rises from $0.38768$ to $0.43556$, while $\tilde x'=-T_{wx}/(T_{xx}+f)$ is negative for every $x>0$, whatever weight-independent functional supplies $f$.

The missing term follows from (1). At the exact density the maximizing potential is $\Delta v$, so $\partial_wF^w=\omega$, while $\partial_wT_s^w=\Delta\varepsilon(x^w)$. Subtracting,

$$\omega=\Delta\varepsilon(x^w)+\frac{\partial E^w_{Hxc}}{\partial w}\bigg|_{x^w}.$$

With the last term taken as a one-sided three-point difference of $F^w-T_s^w$ at fixed $x$:

| $w$ | $x^w$ | $\Delta\varepsilon$ | $\partial_wE^w_{Hxc}$ | sum |
|---|---|---|---|---|
| 0 | 0.38768 | 1.08484 | 0.27205 | 1.35690 |
| 0.25 | 0.41162 | 1.19627 | 0.16063 | 1.35690 |
| 0.40 | 0.42598 | 1.42000 | −0.06310 | 1.35690 |
| 0.50 | 0.43556 | 2.03636 | −0.67947 | 1.35690 |

Supplying the exact ensemble density does not rescue the gap, which then varies even more. The reason is visible in $\Delta\varepsilon=2t/\sqrt{1-(x/a)^2}$: along the exact path $x$ rises while $a$ falls, so the gap grows monotonically, passes $\omega$ between $w=0.25$ and $0.4$, and forces the weight derivative to change sign there. At $w=0$ the omitted term is $0.27205$ Ha, one fifth of $\omega$.

## Cases without curvature

Equation (2) vanishes when $f=0$ or $x=0$. For $U=0$, $F^w=T_s^w$, both $f$ and $\partial_wE^w_{Hxc}$ vanish, and slope and $\omega$ both equal $\sqrt{4t^2+\Delta v^2}=1.41421$ Ha. For $\Delta v=0$ the bracket is even in $x$, and its second derivative $T_{xx}+f$ is positive wherever $f$ (itself even in $x$) is, as found numerically above; its minimum therefore stays at $x=0$, so $\tilde E$ is a straight line of slope $2t=1$ Ha. The exact levels follow from the site symmetry. The state $(|00\rangle-|11\rangle)/\sqrt2$ decouples with energy $U$. The symmetric combination couples to the middle state by $\sqrt2\,b=-2t$, giving $\lambda(\lambda-U)=4t^2$ and $E_0=U/2-\sqrt{U^2/4+4t^2}$; the other root exceeds $U$, so $E_1=U$. Hence $\omega=U/2+\sqrt{U^2/4+4t^2}=1.61803$ Ha. The approximate energy is linear and its slope is too small by $0.618$ Ha. Curvature proves that the functional is insufficient; linearity does not prove that it suffices.

## The general statement

Let the ground state have weight $1-w$ and each of the $g$ states of the first excited level, overall or within a symmetry sector, weight $w/g\le1-w$. The GOK argument carries over by writing the trial energy as $(1-w-w/g)h_0+(w/g)\sum_{j=0}^{g}h_j$ and bounding the sum of $g+1$ terms as above. Define $F^w[n]=\max_v\{E^w[v]-\int vn\}$, $T_s^w[n]$ as the same transform without interaction, and $E^w_{Hxc}=F^w-T_s^w$. The assumptions are that the densities are those of non-interacting ensembles, that the functionals are twice differentiable, that no levels cross as $w$ varies, and that the non-interacting excited level is a single promotion from orbital $H$ to a shell $L$. The real spatial orbitals $\varphi_p$ then have occupations $\theta_p=\theta_p^0+w\tau_p$, with $\tau_H=-1$ and the $\tau_p$ equal within $L$ and summing to $+1$. Set

$$\Delta\varepsilon=\sum_p\tau_p\varepsilon_p,\qquad \Delta\rho=\sum_p\tau_p\varphi_p^2,\qquad \int\Delta\rho=0 .$$

For $\tilde E(w)=\min_n\{T_s^w[n]+\int vn+E_{Hxc}[n]\}$ with any weight-independent $E_{Hxc}$, kernel $f=\delta^2E_{Hxc}/\delta n\,\delta n$, and invertible $1-\chi_sf$:

(a) $\omega=\Delta\varepsilon[n^w]+\partial_wE^w_{Hxc}|_{n^w}$ exactly;

(b) $d\tilde E/dw=\Delta\varepsilon[\tilde n^w]$;

(c) $d^2\tilde E/dw^2=\langle\Delta\rho|\,f(1-\chi_sf)^{-1}|\Delta\rho\rangle$;

(d) if $f$ is positive definite, occupations do not increase with orbital energy, and $\Delta\rho\ne0$, then $0<\tilde E''\le\langle\Delta\rho|f|\Delta\rho\rangle$.

**Proof of (a).** The bracket defining $F^w$ is stationary in $v$, so $\partial_wF^w|_n=E_1[v]-E_0[v]$ at the maximizing potential, which for $n=n^w$ is the physical one. For $T_s^w$ the ensemble energy is $\sum_p\theta_p\varepsilon_p[v_s]$, whose explicit $w$-derivative is $\sum_p\tau_p\varepsilon_p$. Subtraction gives (a). The term $\partial_wE^w_{Hxc}$ is called the ensemble derivative discontinuity.

**Proof of (b).** The minimized functional is stationary under changes of $n$ that keep the electron number, and only $T_s^w$ depends explicitly on $w$, so $d\tilde E/dw=\partial_wT_s^w=\Delta\varepsilon$. If $E_{Hxc}$ is exact, $\tilde n^0=n^0$ and $\tilde E(0)=E_0$, and by (a) the initial slope differs from $\omega$ by exactly $\partial_wE^w_{Hxc}$ at $w=0$.

**Proof of (c).** From the transform, $\delta T_s^w/\delta n=-v_s$, so the minimum condition is $v_s=v+\delta E_{Hxc}/\delta n$ up to a constant, and $v_s'=f\,n'$, primes denoting $d/dw$. First-order perturbation theory gives $\varepsilon_p'=\int\varphi_p^2\,v_s'$, hence $\tilde E''=\sum_p\tau_p\varepsilon_p'=\langle\Delta\rho|f|n'\rangle$; a constant in $v_s'$ drops out because $\int\Delta\rho=0$. The density $n=\sum_p\theta_p\varphi_p^2$ changes through occupations and through orbitals. With $V_{pq}=\int\varphi_pv_s'\varphi_q$ and $\varphi_p'=\sum_{q\ne p}\varphi_qV_{pq}/(\varepsilon_p-\varepsilon_q)$,

$$n'=\Delta\rho+2\sum_{p\ne q}\frac{\theta_p}{\varepsilon_p-\varepsilon_q}\varphi_p\varphi_qV_{pq}
=\Delta\rho+\sum_{p\ne q}\frac{\theta_p-\theta_q}{\varepsilon_p-\varepsilon_q}\varphi_p\varphi_qV_{pq}.$$

The second form averages the sum with its copy under $p\leftrightarrow q$. Pairs inside a degenerate shell are absent, since $v_s'$ keeps the symmetry and does not couple them. The last sum defines $\chi_sv_s'$, so $n'=\Delta\rho+\chi_sfn'$ and $n'=(1-\chi_sf)^{-1}\Delta\rho$, which gives (c).

**Proof of (d).** For any function $y$, $\langle y|\chi_s|y\rangle=\sum_{p\ne q}\frac{\theta_p-\theta_q}{\varepsilon_p-\varepsilon_q}\big(\int\varphi_py\varphi_q\big)^2\le0$, each ratio being non-positive. Then $M=-f^{1/2}\chi_sf^{1/2}$ has eigenvalues $\mu\ge0$. Since $1-\chi_sf=f^{-1/2}(1+M)f^{1/2}$, one has $f(1-\chi_sf)^{-1}=f^{1/2}(1+M)^{-1}f^{1/2}$. With $z=f^{1/2}\Delta\rho\neq0$, $\tilde E''=\langle z|(1+M)^{-1}|z\rangle$, and $0<1/(1+\mu)\le1$ gives both inequalities.

The upper bound is the curvature at frozen orbitals, where kinetic and external energies are linear in $w$ and $E_{Hxc}[n+s\Delta\rho]$ has second derivative $\langle\Delta\rho|f|\Delta\rho\rangle$ in $s$. The Coulomb kernel is positive, its Fourier transform being $4\pi/k^2$, so (d) covers a pure Hartree functional. With $(A|B)$ the Coulomb integral and $n=(1-w)n_0+wn_1$,

$$E_H=\tfrac12(1-w)^2(n_0|n_0)+\tfrac12w^2(n_1|n_1)+w(1-w)(n_0|n_1).$$

The cross term, the ghost interaction, couples two states that never coexist, and the second derivative is $(n_0|n_0)+(n_1|n_1)-2(n_0|n_1)=(\Delta\rho|\Delta\rho)$. Once an xc kernel is added, positivity of $f$ is not guaranteed, and (c) leaves the sign open.

The dimer formula is a special case. At fixed $u$, $x=au/\Delta\varepsilon$ gives $\Delta\rho\to\partial_wx=-x/a$. The potential conjugate to $x$ is $-u$ and $T_x=u$, so $\chi_s\to-1/T_{xx}$. Then (c) becomes $(x^2/a^2)\,fT_{xx}/(T_{xx}+f)$, which is (2) because $x^2T_{xx}/a^2=T_{ww}$.

Statements (a) to (c) combine into one condition. With the exact ground-state functional, $\tilde E=E^w$ on an interval from $0$ if and only if $\Delta\varepsilon[\tilde n^w]=\omega$ throughout it, which needs both a vanishing matrix element (c) and $\partial_wE^w_{Hxc}=0$ at $w=0$. Where (c) is nonzero, slope and chord depend on $w$, and nothing within the approximation selects a weight.

## Magnesium in the local-density approximation

The Mg atom has the closed valence shell $3s^2$, and its lowest excitations are $3s\to3p$. The nine states of ${}^3P$ allow $w/9\le1-w$, or $w\le0.9$. Averaged over spin and spatial projections they give no spin polarization, a spherical density, and occupations $2-w$ for $3s$ and $w/3$ for each $3p$ orbital, so $\Delta\varepsilon=\varepsilon_{3p}-\varepsilon_{3s}$. The non-interacting $3s3p$ level holds twelve degenerate states, of which the nine triplets are taken. The Kohn-Sham equations were solved self-consistently in the cc-pVTZ basis with Slater exchange and VWN5 correlation, on a grid of 120 radial and 50 angular points.

| $w$ | $\tilde E$ (Ha) | $\varepsilon_{3s}$ (Ha) | $\varepsilon_{3p}$ (Ha) | slope (eV) | chord (eV) |
|---|---|---|---|---|---|
| 0 | −199.12899 | −0.17551 | −0.05039 | 3.40 | 3.40 |
| 0.25 | −199.09747 | −0.18496 | −0.05793 | 3.46 | 3.43 |
| 0.50 | −199.06545 | −0.19401 | −0.06486 | 3.51 | 3.46 |
| 0.75 | −199.03290 | −0.20264 | −0.07134 | 3.57 | 3.49 |
| 0.90 | −199.01310 | −0.20762 | −0.07504 | 3.61 | 3.50 |

At $w=0.5$ the slope is $-0.06486+0.19401=0.12915$ Ha and the chord is $(-199.065453+199.128985)/0.5=0.12706$ Ha. Over the allowed range the slope spreads by $0.0075$ Ha, or $0.20$ eV. The table is not converged in the basis to the digits shown: an uncontracted even-tempered set of 22 $s$ and 16 $p$ shells lowers the total energies by about $0.010$ Ha and each slope by about $0.01$ eV, and changes the spread by less than $0.01$ eV.

Formula (c) was evaluated by solving $n'=\Delta\rho+\chi_sfn'$ as a linear system over pairs of orbitals with equal angular labels. At $w=0.5$ the frozen Hartree part is $+0.0215$ Ha and the frozen xc part $-0.0101$ Ha, together $0.0114$ Ha, and the relaxed curvature is $0.0086$ Ha. This agrees with the change of slope between the neighbouring weights, $(0.13131-0.12703)/0.5=0.0086$ Ha. The exchange part of the kernel is negative because the energy density $-Cn^{4/3}$, $C>0$, has second derivative $-\tfrac49Cn^{-2/3}$; the xc term cancels about half of the Hartree term. In this basis the relaxed curvature is positive at all five weights and not monotonic: $0.0068$, $0.0082$, $0.0086$, $0.0086$, $0.0085$ Ha. The even-tempered basis keeps the sign and the shape but shifts the values, to about $0.006$ Ha at $w=0$ and $0.0085$, $0.0088$, $0.0086$, $0.0084$ Ha at the other weights, with frozen parts $+0.0221$ and $-0.0102$ Ha at $w=0.5$. Statement (d) has not been shown to apply to this kernel, so the positive sign is a computed result. With xc switched off the kernel is positive, and in this basis the self-consistent Hartree levels at $w=0.5$ are ordered as (d) requires ($\varepsilon_{3s}=-0.037$, $\varepsilon_{3p}=+0.044$, $\varepsilon_{4s}=+0.146$ Ha). The curvature is $0.0197$ Ha relaxed against $0.0324$ Ha frozen, on the Hartree orbitals. The $3p$ orbital is unbound here and confined only by the basis, so these two numbers illustrate the inequality and are not properties of the atom: adding one diffuse $s$, $p$ and $d$ shell, each with one third of the smallest exponent of its angular momentum in the basis, changes them to $0.0375$ and $0.0735$ Ha.

As a reference, the two valence electrons were treated by full configuration interaction in the same basis, with the five Hartree-Fock core orbitals frozen. This gives $0.0960$ Ha ($2.61$ eV) for ${}^3P$ and $0.1613$ Ha ($4.39$ eV) for ${}^1P$, the lowest excited singlet level of that calculation; core correlation and basis incompleteness are left out. The ${}^3P$ value moves by less than $0.02$ eV with the basis, but ${}^1P$ drops to $4.32$ eV in cc-pVQZ and to $4.29$ eV when the diffuse shells above are added to cc-pVTZ; the ${}^1P$ error quoted below is therefore uncertain by about $0.1$ eV and the half splitting by about $0.002$ Ha. Relative to this reference the $w=0$ slope is $0.79$ eV too high for ${}^3P$, about four times the spread in $w$, and increasing $w$ moves it further away. This error mixes the omitted weight derivative with the error of the LDA itself, and the calculation does not separate them.

One conclusion holds for any weight-independent functional of the total density. The ensemble of ${}^1S$ and ${}^1P$ in the singlet sector, with $g=3$ and $w\le0.75$, has the same occupations $3s^{2-w}3p^{w}$, hence the same $\tilde E(w)$. At any given weight one slope must stand for both excitations; the LDA value at $w=0$ is $0.98$ eV too low for ${}^1P$ relative to the reference. A single number cannot lie closer than half the singlet-triplet splitting to both levels, so at least one of them is missed by no less than $(0.1613-0.0960)/2\approx0.033$ Ha on the scale of this reference. In the exact theory the two ensembles have different functionals $E^w_{Hxc}$, and by (a) at $w=0$, where density and gap coincide, the entire splitting is the difference of their weight derivatives.
